**Projective symmetry blocks of the LAPW problem at the diamond X point**

The program builds LAPW matrices $H$ and $S$ for a square-well model crystal and splits them with $O(g)\phi_K=e^{-iRK\cdot t}\phi_{RK}$, where $g=\{R|t\}$ is a little-group operation and $K=k+G$. It asserts that the four two-dimensional irreps and the matrices $O(g)$ have the same factor system, that LAPW values inside the spheres obey the transformation law, and that $H$ and $S$ commute with $O(g)$. It also asserts that different blocks do not couple, that partner blocks are equal, and that the block eigenvalues reproduce the full spectrum. Labels found from characters of the unsymmetrized eigenvectors are matched to the block energies. An independent plane-wave calculation, labelled by its own characters, must agree within 10 millihartree at the fixed linearization energy and within 1 millihartree when that energy is moved to each level. The output shows 190 functions reduced to blocks of 32, 17, 24 and 22, with largest differences of 2.4 and 0.29 millihartree in the two comparisons. The fitted power of the linearization error is 3.67, inside the asserted range of 3.5 to 4.5 around the leading-order value 4. Omitting the phases breaks the commutation, and a cutoff on $|G|$ splits doublets by up to 1.8 millihartree.

## Verification by program

```python
"""
Result under test: at the X point of the diamond structure the LAPW problem
H c = E S c splits into four blocks, one per two-dimensional irrep, when the
basis is projected with the matrices
    O(g)|K> = exp(-i RK.t) |RK>,   g = {R|t},  K = k + G,
and characters of O(g) (with metric S) label the eigenstates.
Symbols: a lattice constant, RS sphere radius, V0 well depth inside spheres,
u and ud radial function and its energy derivative, El linearization energy.
Wave vectors are stored as integers in units of 2 pi/a; energies in hartree.
The potential is a square well, so plane waves give an independent solution.
"""
import itertools
import numpy as np
from scipy.linalg import eigh
from scipy.special import spherical_jn, eval_legendre
from scipy.constants import physical_constants

a, RS, V0, EL = 10.0, 2.0, 0.5, 0.45
LMAX, CUT2, PWCUT2, NLEV = 12, 30, 121, 7
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
unit = 2 * np.pi / a
volume = a**3 / 4
kpt = np.array([0, 0, 1])
shift = np.array([0.25, 0.25, 0.25])      # second atom, units of a
names = ["X1", "X2", "X3", "X4"]

# ---------- little group and its projective irreps ----------
ops, trans, irreps = [], [], [[], [], [], []]
sx = np.array([[0., 1.], [1., 0.]])
for perm in [(0, 1, 2), (1, 0, 2)]:
    for signs in itertools.product([1, -1], repeat=3):
        R = np.zeros((3, 3), int)
        for row in range(3):
            R[row, perm[row]] = signs[row]
        tetra = np.prod(signs) == 1       # maps each sublattice to itself
        ops.append(R)
        trans.append(np.zeros(3) if tetra else shift)
        Q = R if tetra else -R            # tetrahedral factor
        xy = Q[:2, :2].astype(float)
        pair = np.diag([1.0, Q[2, 2]])
        base = [pair, np.linalg.det(xy) * pair, xy, xy]
        inv = [sx, sx, sx, -sx]
        for n in range(4):
            irreps[n].append(base[n] if tetra else inv[n] @ base[n])
ops, trans = np.array(ops), np.array(trans)
irreps = np.array(irreps)
chi = np.trace(irreps, axis1=2, axis2=3)
order = len(ops)


def op_index(R):
    return next(i for i, M in enumerate(ops) if np.array_equal(M, R))


def basis(cut2, center):
    """All K = k+G with |K - center|^2 <= cut2."""
    n = int(np.sqrt(cut2)) + 3
    pts = []
    for G in itertools.product(range(-n, n + 1), repeat=3):
        if len({x % 2 for x in G}) == 1:
            K = np.array(G) + kpt
            if np.sum((K - center)**2) <= cut2:
                pts.append(K)
    return np.array(sorted(pts, key=lambda K: (K @ K, tuple(-K))))


def actions(K):
    """Image index and phase of every K under every operation."""
    where = {tuple(v): i for i, v in enumerate(K)}
    image = np.array([[where[tuple(v)] for v in K @ R.T] for R in ops])
    phase = np.array([np.exp(-2j * np.pi * (K @ R.T) @ t)
                      for R, t in zip(ops, trans)])
    return image, phase


def apply_op(g, C, image, phase):
    out = np.empty(C.shape, complex)
    out[image[g]] = phase[g][:, None] * C
    return out


# ---------- LAPW and plane-wave matrices ----------
xg, wg = np.polynomial.legendre.leggauss(50)
rq, wq = RS * (xg + 1) / 2, RS * wg / 2


def radial(l, E):
    """Return evaluator r -> (u, ud, u', ud') and the norm of ud."""
    kap = np.sqrt(2 * (E + V0))

    def raw(r):
        x = kap * r
        j, jp = spherical_jn(l, x), spherical_jn(l, x, True)
        jpp = -2 * jp / x - (1 - l * (l + 1) / x**2) * j
        return j, r * jp / kap, kap * jp, (jp + x * jpp) / kap
    j, v, _, _ = raw(rq)
    norm = np.sum(wq * rq**2 * j * j)
    beta = np.sum(wq * rq**2 * j * v) / norm
    c = 1 / np.sqrt(norm)

    def evaluate(r):
        j, v, js, vs = raw(r)
        return c * j, c * (v - beta * j), c * js, c * (vs - beta * js)
    ud = evaluate(rq)[1]
    return evaluate, np.sum(wq * rq**2 * ud**2)


def matching(l, q, fun):
    u, ud, us, uds = fun(RS)
    J, Js = spherical_jn(l, q * RS), q * spherical_jn(l, q * RS, True)
    det = u * uds - us * ud
    return (J * uds - ud * Js) / det, (u * Js - us * J) / det, J, Js


def sphere_transform(K):
    """Fourier transform of the sphere indicator, and structure factor."""
    D = K[None, :, :] - K[:, None, :]
    x = unit * RS * np.sqrt(np.sum(D**2, axis=2))
    y = np.where(x > 0, x, 1.0)
    form = np.where(x > 0, (np.sin(y) / y - np.cos(y)) / y**2, 1 / 3)
    struct = 1 + np.exp(0.5j * np.pi * D.sum(axis=2))
    return 4 * np.pi * RS**3 / volume * form * struct, struct


def lapw(K, E):
    q = unit * np.sqrt(np.sum(K**2, axis=1))
    dots = unit**2 * (K @ K.T)
    cosine = np.clip(dots / np.outer(q, q), -1, 1)
    theta, struct = sphere_transform(K)
    S = np.eye(len(K)) - theta
    H = 0.5 * dots * S
    for l in range(LMAX + 1):
        fun, nd = radial(l, E)
        A, B, J, Js = matching(l, q, fun)
        ang = (4 * np.pi * (2 * l + 1) / volume
               * eval_legendre(l, cosine) * struct)
        s = np.outer(A, A) + nd * np.outer(B, B)
        S = S + ang * s
        H = H + ang * (E * s + np.outer(A, B)
                       + 0.5 * RS**2 * np.outer(J, Js))
    return H, S


def lapw_value(K, r, E):
    """LAPW at a point r (bohr) lying in some sphere of the crystal."""
    for n in itertools.product(range(-3, 4), repeat=3):
        if sum(n) % 2:
            continue
        for tau in (np.zeros(3), shift):
            site = a * (np.array(n) / 2 + tau)
            s = r - site
            d = np.linalg.norm(s)
            if d < RS:
                q = unit * np.linalg.norm(K)
                cs = unit * (K @ s) / (q * d)
                total = 0
                for l in range(LMAX + 1):
                    fun = radial(l, E)[0]
                    A, B, _, _ = matching(l, q, fun)
                    u, ud = fun(d)[:2]
                    total += ((2 * l + 1) * 1j**l * eval_legendre(l, cs)
                              * (A * u + B * ud))
                return np.exp(1j * unit * K @ site) * total / volume**0.5
    raise ValueError("point is not inside a sphere")


# ---------- symmetry-adapted basis, star by star ----------
def adapted(K, image, phase):
    rows = [[[], []] for _ in names]
    done = set()
    for i0 in range(len(K)):
        if i0 in done:
            continue
        done.update(image[:, i0].tolist())
        fixed = image[:, i0] == i0
        for n in range(4):
            D = irreps[n].conj()
            W = 2 / order * np.einsum("g,gij->ij", phase[fixed, i0], D[fixed])
            w, c = np.linalg.eigh(W)
            for m in range(2):
                if w[m] < 1e-9:
                    continue
                vec = np.zeros((2, len(K)), complex)
                for g in range(order):
                    vec[:, image[g, i0]] += (2 / order * phase[g, i0]
                                             * (D[g] @ c[:, m]))
                vec /= np.sqrt(w[m])
                lead = vec[0][np.argmax(np.abs(vec[0]) > 1e-9)]
                vec *= abs(lead) / lead
                rows[n][0].append(vec[0])
                rows[n][1].append(vec[1])
    return [[np.array(r).T for r in pair] for pair in rows]


def label(C, SC, image, phase):
    """Irrep index of a degenerate level from its characters."""
    ch = np.array([np.sum(SC.conj() * apply_op(g, C, image, phase))
                   for g in range(order)])
    m = chi @ ch / order
    assert np.allclose(m, np.round(m.real), atol=1e-6)
    assert abs(m.sum() - 1) < 1e-6
    return int(np.argmax(m.real)), ch


K = basis(CUT2, np.zeros(3, int))
image, phase = actions(K)
N = len(K)

# Same factor system for the irreps and for the plane-wave matrices.
probe = np.eye(N)[:, :12]
for g in range(order):
    for h in range(order):
        p = op_index(ops[g] @ ops[h])
        T = trans[g] + ops[g] @ trans[h] - trans[p]
        assert np.allclose(2 * T, np.round(2 * T))
        assert round(2 * T.sum()) % 2 == 0
        om = np.exp(-2j * np.pi * kpt @ T)
        for n in range(4):
            assert np.allclose(irreps[n, g] @ irreps[n, h],
                               om * irreps[n, p])
        two = apply_op(g, apply_op(h, probe, image, phase), image, phase)
        assert np.allclose(two, om * apply_op(p, probe, image, phase))
assert np.allclose(chi @ chi.T / order, np.eye(4))

# Radial Wronskian and transformation law of actual function values.
for l in range(LMAX + 1):
    u, ud, us, uds = radial(l, EL)[0](RS)
    assert abs(RS**2 * (us * ud - u * uds) - 2) < 1e-8
point = np.array([0.5, 0.9, -0.7])
law_error = 0.0
for i in (1, 9, 40):
    for g in range(order):
        back = ops[g].T @ (point - a * trans[g])
        left = lapw_value(K[i], back, EL)
        right = phase[g, i] * lapw_value(K[image[g, i]], point, EL)
        law_error = max(law_error, abs(left - right))
assert law_error < 1e-10

# Commutation with H and S, with and without the nonsymmorphic phases.
H, S = lapw(K, EL)
assert np.allclose(H, H.conj().T, atol=1e-9)
H, S = (H + H.conj().T) / 2, (S + S.conj().T) / 2
comm, comm_bare = 0.0, 0.0
for g in range(order):
    ix = np.ix_(image[g], image[g])
    ph = np.outer(phase[g].conj(), phase[g])
    for M in (H, S):
        comm = max(comm, np.abs(ph * M[ix] - M).max())
    comm_bare = max(comm_bare, np.abs(H[ix] - H).max())
assert comm < 1e-9 and comm_bare > 1e-3

# Block structure, sizes and spectrum.
Q = adapted(K, image, phase)
sizes = [q[0].shape[1] for q in Q]
pw_char = np.array([np.sum(phase[g][image[g] == np.arange(N)])
                    for g in range(order)])
assert np.allclose(chi @ pw_char / order, sizes)
U = np.hstack([r for q in Q for r in q])
assert U.shape == (N, N) and np.allclose(U.conj().T @ U, np.eye(N))
leak = 0.0
for M in (H, S):
    expected = np.zeros((N, N), complex)
    pos = 0
    for q in Q:
        block = q[0].conj().T @ M @ q[0]
        for _ in range(2):
            end = pos + len(block)
            expected[pos:end, pos:end] = block
            pos = end
    leak = max(leak, np.abs(U.conj().T @ M @ U - expected).max())
assert leak < 1e-9


def block_levels(n, Hm, Sm):
    q = Q[n][0]
    h, s = q.conj().T @ Hm @ q, q.conj().T @ Sm @ q
    return eigh((h + h.conj().T) / 2, (s + s.conj().T) / 2,
                eigvals_only=True)


blocks = [block_levels(n, H, S) for n in range(4)]
full, C = eigh(H, S)
spectrum_error = np.abs(np.sort(np.repeat(np.concatenate(blocks), 2))
                        - full).max()
assert spectrum_error < 1e-7

# Labels of the unsymmetrized eigenvectors against the block energies.
seen, lapw_labels, first_char = [0] * 4, [], None
for lev in range(NLEV):
    c = C[:, 2 * lev:2 * lev + 2]
    n, ch = label(c, S @ c, image, phase)
    first_char = ch if lev == 0 else first_char
    assert abs(blocks[n][seen[n]] - full[2 * lev]) < 1e-8
    lapw_labels.append((n, seen[n]))
    seen[n] += 1

# Independent plane-wave solution of the same potential.
KP = basis(PWCUT2, np.zeros(3, int))
HP = -V0 * sphere_transform(KP)[0]
HP[np.diag_indices(len(KP))] += 0.5 * unit**2 * np.sum(KP**2, axis=1)
EP, CP = eigh(HP, subset_by_index=[0, 2 * NLEV + 5])
imP, phP = actions(KP)
reference, seen = {}, [0] * 4
for lev in range(NLEV + 3):
    c = CP[:, 2 * lev:2 * lev + 2]
    n, _ = label(c, c, imP, phP)
    reference[(n, seen[n])] = EP[2 * lev]
    seen[n] += 1
fixed_err, moved_err = [], []
for key in lapw_labels:
    ref = reference[key]
    fixed_err.append(blocks[key[0]][key[1]] - ref)
    moved = block_levels(key[0], *lapw(K, ref))[key[1]]
    moved_err.append(moved - ref)
# Tolerances: finite cutoffs of both bases; first also linearization.
assert np.abs(fixed_err).max() < 1e-2, fixed_err
assert np.abs(moved_err).max() < 1e-3, moved_err

# Linearization error of the lowest level: fourth power of the offset.
# Averaging over both signs of the offset removes the odd corrections.
n0, i0 = lapw_labels[0]
e0 = reference[(n0, i0)]
centred = block_levels(n0, *lapw(K, e0))[i0]
offsets = (0.2, 0.4)
excess = [np.mean([block_levels(n0, *lapw(K, e0 + sg * d))[i0]
                   for sg in (1, -1)]) - centred for d in offsets]
assert min(excess) > 0, excess
power = np.log(excess[1] / excess[0]) / np.log(offsets[1] / offsets[0])
assert abs(power - 4) < 0.5, power

# A cutoff on |G| instead of |k+G| is not closed and splits doublets.
KG = basis(CUT2, kpt)
members = {tuple(v) for v in KG}
lost = sum(any(tuple(R @ v) not in members for R in ops) for v in KG)
HG, SG = lapw(KG, EL)
EG = eigh((HG + HG.conj().T) / 2, (SG + SG.conj().T) / 2,
          eigvals_only=True)[:2 * NLEV]
split_bad = np.max(EG[1::2] - EG[::2])
split_good = np.max(np.abs(full[1:2 * NLEV:2] - full[:2 * NLEV:2]))
assert lost > 0 and split_bad > 1e-8 and split_good < 1e-8

# ---------- output ----------
print(f"a = {a} bohr, sphere radius = {RS} bohr, well depth = {V0} hartree")
print(f"linearization energy = {EL} hartree, lmax = {LMAX}")
print(f"RS*Kmax = {RS * unit * CUT2**0.5:.3f}, LAPW basis size = {N}")
mirror = np.array([[0, 1, 0], [1, 0, 0], [0, 0, 1]])
anti = np.array([[0, -1, 0], [-1, 0, 0], [0, 0, 1]])
shown = [op_index(M) for M in
         (np.eye(3, dtype=int), np.diag([-1, -1, 1]), mirror, anti,
          -mirror, -anti)]
print("characters: E, C2z, mirror x<->y, mirror x<->-y,"
      " {C2[1-10]|f}, {C2[110]|f}")
for n in range(4):
    print(f"  {names[n]}:", *[f"{chi[n, g]:+.0f}" for g in shown])
others = [g for g in range(order) if g not in shown]
print(f"largest character on other {len(others)} operations:"
      f" {np.abs(chi[:, others]).max():.0f}")
print("star content (|K|^2 in (2pi/a)^2; multiplicities X1 X2 X3 X4)")
for sq in (1, 2, 5):
    on = np.sum(K**2, axis=1) == sq
    ch = np.array([np.sum(phase[g][(image[g] == np.arange(N)) & on])
                   for g in range(order)])
    mult = np.round((chi @ ch).real / order).astype(int)
    print(f"  |K|^2 = {sq}: {on.sum()} waves, content", *mult)
star = np.where(np.sum(K**2, axis=1) == 2)[0]
print("star order:", *[str(tuple(int(x) for x in K[i])) for i in star])
for n in range(4):
    for col in range(sizes[n]):
        if np.linalg.norm(Q[n][0][star, col]) > 0.9:
            for row in range(2):
                vals = Q[n][row][star, col]
                print(f"  {names[n]} row {row + 1}:",
                      *[f"{v.real + 0.0:+.3f}{v.imag + 0.0:+.3f}i"
                        for v in vals])
print("block sizes X1 X2 X3 X4:", *sizes)
print(f"cubic cost ratio full/blocks = {N**3 / sum(s**3 for s in sizes):.1f}")
print(f"transformation-law error inside spheres = {law_error:.1e} bohr^-3/2")
print(f"max commutation error of H and S, with phases = {comm:.1e}")
print(f"max commutation error of H, phases omitted = {comm_bare:.4f} hartree")
print(f"max coupling between blocks = {leak:.1e}")
print(f"max block/full eigenvalue difference = {spectrum_error:.1e} hartree")
print("lowest level characters (same six operations):",
      *[f"{first_char[g].real:+.3f}" for g in shown])
print(f"plane-wave reference size = {len(KP)}")
print("level irrep E_LAPW(hartree) E_LAPW(eV) E_PW(hartree)"
      " diff_fixed(mHa) diff_moved(mHa)")
for i, key in enumerate(lapw_labels):
    e = blocks[key[0]][key[1]]
    print(f"  {i + 1} {names[key[0]]} {e:+.5f} {e * HARTREE_EV:+.3f}"
          f" {reference[key]:+.5f} {1e3 * fixed_err[i]:+.3f}"
          f" {1e3 * moved_err[i]:+.3f}")
for d, x in zip(offsets, excess):
    print(f"lowest level, linearization offset +-{d} hartree:"
          f" mean excess = {1e3 * x:.4f} mHa")
print(f"power of the offset in the linearization error = {power:.2f}")
print(f"|G| cutoff: {len(KG)} waves, {lost} with an image outside the set")
print(f"largest doublet splitting, |G| cutoff = {1e3 * split_bad:.5f} mHa")
print(f"largest doublet splitting, |k+G| cutoff = {1e3 * split_good:.1e} mHa")
print("ALL CHECKS PASSED")
```

Printed output:

```
a = 10.0 bohr, sphere radius = 2.0 bohr, well depth = 0.5 hartree
linearization energy = 0.45 hartree, lmax = 12
RS*Kmax = 6.883, LAPW basis size = 190
characters: E, C2z, mirror x<->y, mirror x<->-y, {C2[1-10]|f}, {C2[110]|f}
  X1: +2 +2 +2 +2 +0 +0
  X2: +2 +2 -2 -2 +0 +0
  X3: +2 -2 +0 +0 +2 -2
  X4: +2 -2 +0 +0 -2 +2
largest character on other 10 operations: 0
star content (|K|^2 in (2pi/a)^2; multiplicities X1 X2 X3 X4)
  |K|^2 = 1: 2 waves, content 1 0 0 0
  |K|^2 = 2: 4 waves, content 1 0 1 0
  |K|^2 = 5: 8 waves, content 1 1 1 1
star order: (1, 1, 0) (1, -1, 0) (-1, 1, 0) (-1, -1, 0)
  X1 row 1: +0.500+0.000i +0.500-0.000i +0.500-0.000i +0.500-0.000i
  X1 row 2: -0.500-0.000i +0.500-0.000i +0.500-0.000i -0.500+0.000i
  X3 row 1: +0.500-0.000i +0.500-0.000i -0.500+0.000i -0.500+0.000i
  X3 row 2: +0.500-0.000i -0.500+0.000i +0.500-0.000i -0.500+0.000i
block sizes X1 X2 X3 X4: 32 17 24 22
cubic cost ratio full/blocks = 110.4
transformation-law error inside spheres = 2.9e-17 bohr^-3/2
max commutation error of H and S, with phases = 1.2e-16
max commutation error of H, phases omitted = 0.5716 hartree
max coupling between blocks = 8.9e-16
max block/full eigenvalue difference = 1.8e-14 hartree
lowest level characters (same six operations): +2.000 +2.000 +2.000 +2.000 -0.000 -0.000
plane-wave reference size = 1388
level irrep E_LAPW(hartree) E_LAPW(eV) E_PW(hartree) diff_fixed(mHa) diff_moved(mHa)
  1 X1 -0.02869 -0.781 -0.03107 +2.381 -0.036
  2 X3 +0.25165 +6.848 +0.25162 +0.036 +0.008
  3 X1 +0.26806 +7.294 +0.26798 +0.083 +0.061
  4 X1 +0.76215 +20.739 +0.76186 +0.295 +0.066
  5 X4 +0.77810 +21.173 +0.77790 +0.198 +0.070
  6 X3 +0.83807 +22.805 +0.83779 +0.276 +0.190
  7 X2 +0.89734 +24.418 +0.89699 +0.354 +0.288
lowest level, linearization offset +-0.2 hartree: mean excess = 0.0633 mHa
lowest level, linearization offset +-0.4 hartree: mean excess = 0.8073 mHa
power of the offset in the linearization error = 3.67
|G| cutoff: 169 waves, 45 with an image outside the set
largest doublet splitting, |G| cutoff = 1.77540 mHa
largest doublet splitting, |k+G| cutoff = 3.8e-12 mHa
ALL CHECKS PASSED
```
